# Beat node of two metal–oxygen distances in EXAFS

**Setting.** An absorbing metal atom in an amorphous oxide has oxygen neighbours at two mean distances, \(R_1\) and \(R_2=R_1+D\), with \(D>0\). Half of the neighbours belong to each sub-shell. In the single-scattering description, sub-shell \(j\) contributes

\[
\chi_j(k)=A_j(k)\,\sin\!\big[2kR_j+\phi_j(k)\big],\qquad A_j>0,
\]

to the EXAFS. Here \(k\) is the photoelectron wavenumber, related to the kinetic energy by \(E=\hbar^2k^2/2m\), and \(\phi_j\) is the total phase shift from absorber and scatterer. The amplitude \(A_j\) contains the population, the backscattering strength, the factor \(1/R_j^2\), the loss factor \(e^{-2R_j/\lambda}\) with mean free path \(\lambda\), and the damping by disorder.

Take \(R_1=2.05\) Å, \(D=0.15\) Å, a distance variance \(s=0.005\) Å\(^2\) in each sub-shell, and \(\lambda=8\) Å, independent of \(k\). Use \(\hbar^2/2m=3.810\) eV Å\(^2\).

## Part (a): the matched pair

**Question.** Let the two amplitudes be equal, and the two phase shifts also. Find the envelope of the summed signal, the wavenumber of its first node, and the corresponding photoelectron energy. What happens to the fast oscillation at the node?

**Model answer.** Write \(A_1=A_2=A\), \(\phi_1=\phi_2=\phi\) and \(R_m=(R_1+R_2)/2\). Then \(R_1=R_m-D/2\) and \(R_2=R_m+D/2\), so the arguments of the two sines are

\[
2kR_m+\phi-kD\quad\text{and}\quad 2kR_m+\phi+kD .
\]

Since \(\sin(a-b)+\sin(a+b)=2\sin a\cos b\),

\[
\chi(k)=2A(k)\cos(kD)\,\sin\!\big[2kR_m+\phi(k)\big].
\]

The sine is the fast oscillation, because \(2R_m=4.25\) Å is much larger than \(D\). The envelope is \(2A|\cos(kD)|\), and it vanishes when \(kD=(n+\tfrac12)\pi\), that is, at

\[
k_n=\frac{(2n+1)\pi}{2D},\qquad n=0,1,2,\dots
\]

The first node is therefore

\[
k_0=\frac{\pi}{2D}=\frac{3.1416}{0.30\ \text{Å}}=10.47\ \text{Å}^{-1},
\]

which rounds to 10.5 Å\(^{-1}\). The energy is \(3.810\times(10.472)^2=417.8\) eV above the energy zero. The second node, at \(3k_0=31.42\) Å\(^{-1}\), lies far beyond a scan that ends near 14 Å\(^{-1}\).

The photoelectron wave goes out to the neighbour and back, so the longer route exceeds the shorter by \(2D=0.30\) Å. At \(k_0\) the wavelength is \(2\pi/k_0=4D=0.60\) Å. The extra route is half a wavelength, and the two returning waves cancel.

The factor \(\cos(kD)\) is positive below \(k_0\) and negative from there to the second node. The fast oscillation thus reverses sign at \(k_0\), which is a phase jump of \(\pi\). This distinguishes the beat node from the ordinary zeros of the sine. For a constant \(\phi\) those zeros are spaced by \(\pi/(2R_m)=0.74\) Å\(^{-1}\), and the envelope is generally nonzero there.

If \(D\) tends to zero, \(k_0\) moves to infinity and the sum becomes the signal of one shell with twice the amplitude.

## Part (b): disorder within each sub-shell

**Question.** Each sub-shell has a Gaussian distribution of distances with variance \(s\). Treat the other amplitude factors as constant across it. Show how disorder changes the signal, and decide whether it moves the node.

**Model answer.** Let \(u=R-R_j\). The wave \(e^{2ikR}\) must be averaged over the Gaussian:

\[
\left\langle e^{2ikR}\right\rangle
=e^{2ikR_j}\int_{-\infty}^{\infty}\frac{du}{\sqrt{2\pi s}}
\exp\!\left(-\frac{u^2}{2s}+2iku\right).
\]

Completing the square gives

\[
-\frac{u^2}{2s}+2iku=-\frac{(u-2iks)^2}{2s}-2k^2s .
\]

The integrand is analytic and decays at large \(|u|\), so the integration line can be shifted by \(2iks\). The remaining normalised Gaussian integral equals one. Hence

\[
\left\langle e^{2ikR}\right\rangle=e^{2ikR_j}e^{-2k^2s}.
\]

With equal variances, the same real factor multiplies both waves. The envelope becomes proportional to \(e^{-2k^2s}|\cos(kD)|\), and the node stays at \(k_0\). Direct integration over the two-peaked distance distribution also places it at 10.472 Å\(^{-1}\).

The damping still matters for detection. At the node,

\[
e^{-2k_0^2s}=e^{-2(109.66)(0.005)}=0.334 ,
\]

so the waves that should cancel each have about one third of their undamped strength. More disorder leaves the node in place but makes it harder to see above noise.

## Part (c): unequal amplitudes and phases

**Question.** Find the envelope for general \(A_1,A_2,\phi_1,\phi_2\). State the conditions for a true zero. Then evaluate (i) a constant phase difference \(d=\phi_2-\phi_1=0.10\) rad with equal amplitudes, (ii) the amplitude difference caused by distance, (iii) an additional variance of 0.001 Å\(^2\) in the longer sub-shell, and (iv) populations of 60:40 with all else matched.

**Model answer.** Define the mean phase \(\Phi=2kR_m+(\phi_1+\phi_2)/2\) and the half-difference \(\theta=kD+d/2\). The two sine arguments are \(\Phi-\theta\) and \(\Phi+\theta\), so

\[
\chi=\operatorname{Im}\!\left[e^{i\Phi}Z\right],\qquad
Z=A_1e^{-i\theta}+A_2e^{i\theta}.
\]

The envelope is \(|Z|\). Multiplying \(Z\) by its complex conjugate gives

\[
|Z|^2=A_1^2+A_2^2+2A_1A_2\cos2\theta .
\]

With \(\cos2\theta=2\cos^2\theta-1\), this becomes

\[
|Z|^2=(A_1-A_2)^2+4A_1A_2\cos^2\theta .
\]

Neither term can be negative. A zero therefore requires both \(A_1=A_2\) and \(\cos\theta=0\), the latter being \(2kD+d=(2n+1)\pi\).

**(i) Phase difference.** For constant \(d\), the first node lies at

\[
k=\frac{\pi-d}{2D}=\frac{3.1416-0.10}{0.30\ \text{Å}}=10.14\ \text{Å}^{-1}.
\]

The long wave starts with a phase lead, so less wavenumber is needed to reach opposition. Reading this node with the matched formula would give \(D=\pi/(2\times10.14)=0.155\) Å instead of 0.150 Å.

**(ii) Distance.** Let \(r=A_2/A_1\). The population and backscattering factors cancel in this ratio, leaving

\[
r=\left(\frac{R_1}{R_2}\right)^2e^{-2D/\lambda}
=\left(\frac{2.05}{2.20}\right)^2e^{-0.0375}=0.836 .
\]

Define the visibility \(V=|Z|/(A_1+A_2)\), the envelope relative to its value for waves in phase. At \(\cos\theta=0\),

\[
V=\frac{|1-r|}{1+r}=\frac{0.164}{1.836}=0.089 .
\]

The zero has become a minimum at about 9% of the in-phase amplitude. Exact matching is thus an idealisation even for identical oxygen atoms: with equal populations and equal disorder, their different distances make the amplitudes unequal.

**(iii) Unequal disorder.** The additional variance multiplies \(r\) by \(e^{-2(109.66)(0.001)}=0.803\), giving \(r=0.672\). The residual visibility rises to about 0.20.

**(iv) Unequal populations.** Here \(V=(0.60-0.40)/(0.60+0.40)=0.20\). The minimum of \(V\) becomes shallower but does not move, because the amplitude ratio is independent of \(k\), the phases match, and the common damping is divided out in \(V\).

## Part (d): where the measured minimum lies

**Question.** The undivided envelope \(|Z|\) falls with \(k\) because of disorder. Assume that the chosen \(k\)-weighting has flattened the remaining common amplitude. Estimate the displacement of its minimum for case (ii).

**Model answer.** Put \(x=k-k_0\). With matched phases, \(\cos(kD)=-\sin(xD)\), and near the node \(\sin^2(xD)\approx x^2D^2\). Hence

\[
|Z|^2\propto e^{-4k^2s}\left[(1-r)^2+4rD^2x^2\right].
\]

At the minimum, the logarithmic derivative is zero:

\[
-8ks+\frac{8rD^2x}{(1-r)^2+4rD^2x^2}=0 .
\]

For small \(x\), replace \(k\) by \(k_0\) and neglect the \(x^2\) term in the denominator. This gives

\[
x\approx\frac{k_0s(1-r)^2}{rD^2}
=\frac{10.472(0.005)(0.164)^2}{0.836(0.15)^2}
\approx+0.07\ \text{Å}^{-1}.
\]

There is a smaller opposing effect. The weight \(R^{-2}e^{-2R/\lambda}\) also varies inside each sub-shell. To first order its logarithmic slope is \(-g_j\), with \(g_j=2/R_j+2/\lambda\). Multiplying a Gaussian by \(e^{-g_ju}\) shifts its mean by \(-g_js\), as completing the square shows. The resulting phase difference is

\[
d=-2ks(g_2-g_1)=\frac{4ksD}{R_1R_2}\approx0.007\ \text{rad},
\]

which moves the minimum by \(-d/(2D)\approx-0.02\) Å\(^{-1}\). The combined estimate is \(+0.05\) Å\(^{-1}\). Numerical minimisation with the full weight gives 10.52 Å\(^{-1}\), in agreement.

If an exact zero exists, a smooth nonzero damping factor cannot move it. Displacement by damping requires a residual envelope. For the larger residual of case (iii), the same formula gives roughly \(+0.37\) Å\(^{-1}\). It is only a rough guide there. It assumes small \(x\), it treats \(r\) as constant although the additional variance makes \(r\) fall with \(k\), and it omits the phase effect, which now has the opposite sign (\(d\approx-0.017\) rad) because the longer sub-shell is broader. These errors partly cancel: dropping the small-\(x\) step raises the displacement to 0.43 Å\(^{-1}\), letting \(r\) vary with \(k\) lowers it to 0.26 Å\(^{-1}\), and the phase effect raises it again. The numerical minimum is at 10.80 Å\(^{-1}\), a displacement of 0.33 Å\(^{-1}\).

## Part (e): limited data range

**Question.** Show that at low \(k\) the matched pair resembles one broadened shell. Find the additional variance of that shell, and state the data range needed to include the node.

**Model answer.** For \(|kD|<\pi/2\), the logarithm of the cosine has the expansion

\[
\ln\cos(kD)=-\frac{(kD)^2}{2}-\frac{(kD)^4}{12}-\dots
\]

Keeping the first term gives \(\cos(kD)\approx e^{-k^2D^2/2}\). An additional variance \(s'\) would give \(e^{-2k^2s'}\). Equating the exponents yields

\[
s'=\frac{D^2}{4}=0.0056\ \text{Å}^2 .
\]

This is also the variance of two equally likely positions at \(\pm D/2\) from their mean.

At \(k=5\) Å\(^{-1}\), the pair has an envelope of 0.570 per sub-shell, in units of its undamped amplitude. The broadened shell gives 0.588, which is 3% higher. At \(k_0\) the pair gives zero, whereas the broadened shell still gives 0.097. The approximation fails there because \(kD\) is no longer small.

A node inside the data requires \(k_{\max}>\pi/(2D)\), or

\[
D>\frac{\pi}{2k_{\max}} .
\]

The limiting splitting is 0.157 Å for \(k_{\max}=10\) Å\(^{-1}\) and 0.112 Å for 14 Å\(^{-1}\). The present pair therefore has its node outside the first range and inside the second. This condition concerns the presence of the node. Its detection also requires a sufficient signal-to-noise ratio and some data beyond it.

## Part (f): skewed distances and the energy zero

**Question.** First give the longer sub-shell a third cumulant \(C_3=5\times10^{-5}\) Å\(^3\), keeping its mean and variance fixed. Find the new node. Then return to the symmetric pair and find the error in \(k_0\) if the energy zero is set 5 eV too low.

**Model answer.** The third cumulant is the mean cubed deviation from the mean distance. In the cumulant expansion it adds

\[
\frac{(2ik)^3C_3}{6}=-\frac{4i}{3}k^3C_3
\]

to the logarithm of the averaged wave. This is a phase, so \(d=-\tfrac43k^3C_3\). Neglecting higher cumulants, the node condition is

\[
2kD-\frac43k^3C_3=\pi .
\]

Its first root is \(k=10.75\) Å\(^{-1}\). Substitution gives \(3.225-0.083=3.142\), as required. Integration over a shifted gamma distribution with the stated three cumulants also places the minimum of the visibility at 10.75 Å\(^{-1}\), with a residual of about 0.3% left by its higher cumulants. If both sub-shells had the same \(C_3\), this phase would cancel from \(d\).

An energy zero set too low by \(\delta E\) makes every assigned kinetic energy too large. The assigned wavenumber obeys

\[
k'^2=k^2+\frac{2m\,\delta E}{\hbar^2}.
\]

For \(\delta E\ll E\), expanding the square root gives

\[
k'-k\approx\frac{k\,\delta E}{2E}
=\frac{10.472\times5}{2\times417.8}\approx+0.06\ \text{Å}^{-1}.
\]

The physical interference is unchanged; only its label on the wavenumber axis moves.

## Part (g): application to an amorphous film

**Question.** A metal shell at 3.30 Å overlaps the oxygen signal in \(k\)-space. Can the oxygen node be recovered? What may be concluded from a node seen in a real amorphous oxide?

**Model answer.** Give the metal shell a variance of 0.010 Å\(^2\), and let its undamped amplitude and phase shift equal those of one oxygen sub-shell. Relative to the sum of the two oxygen amplitudes, its strength at \(k_0\) is

\[
\frac{e^{-2k_0^2(0.010-0.005)}}{2}=\frac{0.334}{2}=0.167 .
\]

Without separation, this wave leaves a nonzero envelope at \(k_0\) and can produce displaced minima nearby, at positions that depend on its phase. The two kinds of neighbour oscillate at different rates in \(k\), however, so a Fourier filter can largely isolate the oxygen part if the data range is long enough. A numerical trial used a signal from 2 to 17 Å\(^{-1}\), a smooth \(\sin^4\) window, and the common phase \(\phi=1.5-0.8k+0.01k^2\), with \(k\) in Å\(^{-1}\) and \(\phi\) in radians. Rates above the midpoint between the oxygen and metal signals were removed. The recovered node was at 10.48 Å\(^{-1}\), against 10.47 Å\(^{-1}\) with neither a metal shell nor this upper cut. This trial is favourable. It contains no noise, it runs beyond a scan that ends near 14 Å\(^{-1}\), and it gives the metal the amplitude and phase shift of oxygen, whereas cations such as Zn, Ga or In generally scatter more strongly than oxygen near \(k=10\) Å\(^{-1}\) and with a different phase. Varying the metal phase moves the recovered node between about 10.46 and 10.52 Å\(^{-1}\). For a range of 2 to 14 Å\(^{-1}\) the spread is about 10.3 to 10.5 Å\(^{-1}\), and about 10.1 to 11.0 Å\(^{-1}\) if the metal amplitude is also tripled.

The chosen distances and variance are rough values in the regime of amorphous post-transition-metal oxide semiconductors, whose metal–oxygen distances are roughly 2 Å. Two equal Gaussian populations are an idealisation of such a film, where local environments vary. Even here the sub-shells overlap strongly: \(D\) is only 2.1 times \(\sqrt{s}\), and the distance distribution dips by about 1% between its two maxima. Within this model, a 60:40 population fills the minimum of the visibility \(V\) to 20% without moving it. The minimum of the undivided envelope does move, because damping acts on the residual envelope as in part (d). In case (iii), where distance and unequal disorder act together, the undivided minimum lies at 10.80 Å\(^{-1}\). A single Gaussian distribution of distances has no beat node at all, but other single-peaked distributions can have one. A flat distribution of width \(w\) gives the factor \(\sin(kw)/(kw)\), which vanishes and changes sign at \(k=\pi/w\); for \(w=0.30\) Å this is again 10.47 Å\(^{-1}\). A node alone therefore does not prove two distances.

Within the two-sub-shell model, an exact first node fixes the combination \(2kD+d=\pi\), rather than \(D\) alone. A minimum with residual amplitude can also be displaced by damping. To infer \(D=\pi/(2k_0)\), one needs evidence that the beat comes from two oxygen distances around the same absorbing element, that their phase difference is small, that the energy zero is accurate, and that any displacement by damping is negligible or has been corrected. From \(D\propto1/k_0\), a small node error \(\delta k\) gives \(\delta D\approx-D\,\delta k/k_0\). An uncertainty of 0.3 Å\(^{-1}\), comparable to several shifts found above, therefore corresponds to about 0.004 Å in the splitting. The numerical output lists the values for the main cases.

## Table of computed values

```
Shorter distance R1: 2.05 angstrom
Longer distance R2: 2.20 angstrom
Splitting D: 0.15 angstrom
Variance of each sub-shell: 0.0050 angstrom^2
Mean free path: 8.0 angstrom
First node, formula: 10.472 1/angstrom
First node, distance integral: 10.472 1/angstrom
First node, filtered signal: 10.47 1/angstrom
Second node, formula: 31.42 1/angstrom
Photoelectron energy at first node: 417.8 eV
Common disorder factor at node: 0.334 (no unit)
Amplitude ratio, geometry: 0.836 (no unit)
Visibility at node, geometry: 0.089 (no unit)
Undivided minimum, geometry: 10.52 1/angstrom
Extra variance of longer shell: 0.0010 angstrom^2
Amplitude ratio, plus disorder: 0.672 (no unit)
Visibility at node, plus disorder: 0.197 (no unit)
Undivided minimum, plus disorder: 10.80 1/angstrom
Population share of shorter shell: 0.60 (no unit)
Visibility at that share: 0.200 (no unit)
Phase difference phi2-phi1: 0.10 rad
Node with phase difference: 10.14 1/angstrom
Third cumulant, longer shell: 5.0e-05 angstrom^3
Node with skewed shell, integral: 10.75 1/angstrom
Node with skewed shell, formula: 10.75 1/angstrom
Energy zero set too low by: 5.0 eV
Resulting shift of node label: +0.062 1/angstrom
Metal shell distance: 3.30 angstrom
Metal shell variance: 0.0100 angstrom^2
Metal wave / oxygen amplitude sum at node: 0.167
Node after filtering out metal: 10.48 1/angstrom
Imitating extra variance D^2/4: 0.00562 angstrom^2
Pair envelope per sub-shell at k=5/angstrom: 0.570
Broadened single shell at k=5/angstrom: 0.588
Broadened single shell at node: 0.097 (no unit)
Smallest D with node below k=10/angstrom: 0.157 angstrom
Smallest D with node below k=14/angstrom: 0.112 angstrom
```
